# Why Area-Selective Deposition Loses Selectivity: Growing Nuclei, Closing Films, Sealed Vias: test program

```python
"""Loss of selectivity in area-selective deposition by nucleation and growth.

Result under test: nuclei on the non-growth surface (initial density N0, then
K per area and per nm of growth) are hemispheres whose radius grows as fast as
the wanted film of thickness h. The unwanted film has mean thickness
    V = integral_0^h [1 - exp(-E(z))] dz,
    E = pi N0 (h^2 - z^2) + (pi K / 3) (h - z)^2 (h + 2 z),
footprint coverage 1 - exp(-E(0)), and selectivity S = (h - V)/(h + V).
In a via of diameter d and depth H, with L = H - d, the mean number of nuclei
that each seal it above a void is
    N0 pi (2 d L + L^2) + K pi (d L^2 + L^3/3).
Lengths are in nm, densities in nm^-2, K in nm^-3 inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.ndimage import generate_binary_structure, maximum_filter
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn

PI = np.pi
# Rough typical values for selective molybdenum deposition
GROWTH = 0.1            # nm per cycle
N0_CM = 1e9             # initial nuclei, cm^-2
J_CM = 1e7              # new nuclei, cm^-2 per cycle
TEMPERATURE = 900.0     # K
DIAMETER, DEPTH = 16.0, 40.0
S_LIMIT = 0.9
N0 = N0_CM * 1e-14
K = J_CM * 1e-14 / GROWTH
RATIO_LIMIT = (1 - S_LIMIT) / (1 + S_LIMIT)

x_gl, w_gl = np.polynomial.legendre.leggauss(300)
unit, weight = (x_gl + 1) / 2, w_gl / 2


def exponent(z, h, n0=N0, k=K):
    return PI * n0 * (h**2 - z**2) + PI * k / 3 * (h - z)**2 * (h + 2 * z)


def film(h, n0=N0, k=K):
    """Mean unwanted thickness; nodes are crowded towards z = h."""
    z = h * (1 - unit**3)
    return np.sum(3 * h * unit**2 * weight * -np.expm1(-exponent(z, h, n0, k)))


def slope(h, n0=N0, k=K):
    step = 1e-3 * h
    return (film(h + step, n0, k) - film(h - step, n0, k)) / (2 * step)


def varied_film(h, speed=1.0, start=0.0, ramp=0.0):
    """Explicit sum over birth times, with the neglected effects switched on.
    speed: radial speed relative to the wanted film; start: radius at birth;
    ramp: relative rise of the nucleation rate per nm of growth."""
    births = h * unit
    radii = start + speed * (h - births)
    top = start + speed * h
    z = top * (1 - unit**3)
    discs = PI * np.clip(radii[:, None]**2 - z[None, :]**2, 0, None)
    rate = K * (1 + ramp * births)
    total = PI * N0 * (top**2 - z**2) + h * (weight * rate) @ discs
    return np.sum(3 * top * unit**2 * weight * -np.expm1(-total))


def limit_thickness(model):
    return brentq(lambda h: model(h) / h - RATIO_LIMIT, 1.0, 400.0)


def isolated_sum(h):
    return 2 * PI / 3 * N0 * h**3 + PI / 6 * K * h**4


# --- Simulation: nuclei are born only on bare ground -----------------------
rng = np.random.default_rng(12)
h_sim, box, boxes = 100.0, 3000.0, 20
samples, rejected = [], 0
for _ in range(boxes):
    n_first = rng.poisson(N0 * box**2)
    n_later = rng.poisson(K * h_sim * box**2)
    place = rng.uniform(0, box, (n_first + n_later, 2))
    birth = np.concatenate([np.zeros(n_first),
                            np.sort(rng.uniform(0, h_sim, n_later))])
    alive = np.zeros(n_first + n_later, bool)
    alive[:n_first] = True
    for i in range(n_first, n_first + n_later):
        gap = np.abs(place[:i] - place[i])
        gap = np.minimum(gap, box - gap)
        reach = birth[i] - birth[:i]
        covered = np.any(alive[:i] & ((gap**2).sum(axis=1) < reach**2))
        alive[i] = not covered
        rejected += int(covered)
    place, radius = place[alive], h_sim - birth[alive]
    probe = rng.uniform(0, box, (3000, 2))
    dist2 = np.zeros((len(probe), len(place)))
    for axis in range(2):
        gap = np.abs(probe[:, axis, None] - place[None, :, axis])
        dist2 += np.minimum(gap, box - gap)**2
    height2 = radius[None, :]**2 - dist2
    best = np.argmax(height2, axis=1)
    top2 = height2[np.arange(len(probe)), best]
    hit = top2 > 0
    height = np.sqrt(np.where(hit, top2, 0))
    area = np.sum(radius[best][hit] / height[hit]) / len(probe)
    samples.append((hit.mean(), height.mean(), area))
samples = np.array(samples)
sim_mean = samples.mean(axis=0)
sim_error = samples.std(axis=0, ddof=1) / np.sqrt(boxes)
coverage_sim = -np.expm1(-exponent(0.0, h_sim))
assert rejected > 100
for j, formula in enumerate((coverage_sim, film(h_sim))):
    assert sim_error[j] < 0.02 * formula
    assert abs(sim_mean[j] - formula) < 4.5 * sim_error[j]
# Steep hemisphere edges give the sampled area a heavy tail, hence 5 percent
assert abs(sim_mean[2] / slope(h_sim) - 1) < 0.05

# --- Closed forms and limits ------------------------------------------------
for h in (10.0, 40.0, 150.0):
    assert abs(varied_film(h) / film(h) - 1) < 1e-4
    a = np.sqrt(PI * N0)
    assert abs(film(h, N0, 0) / (h - dawsn(a * h) / a) - 1) < 1e-8
    assert abs(slope(h, N0, 0) / (2 * a * h * dawsn(a * h)) - 1) < 1e-4
assert abs(film(5.0) / isolated_sum(5.0) - 1) < 1e-3
h_far = 3000.0
assert abs((h_far - film(h_far, N0, 0)) * 2 * PI * N0 * h_far - 1) < 0.01
assert abs((h_far - film(h_far, 0, K)) * 2 * np.sqrt(K * h_far) - 1) < 0.01

# --- Loss of selectivity and its cause --------------------------------------
h_limit = limit_thickness(film)
h_first = np.sqrt(3 * RATIO_LIMIT / (2 * PI * N0))
h_steady = (6 * RATIO_LIMIT / (PI * K))**(1 / 3)
assert abs(limit_thickness(lambda h: film(h, N0, 0)) / h_first - 1) < 0.03
assert abs(limit_thickness(lambda h: film(h, 0, K)) / h_steady - 1) < 0.03
h_clean = limit_thickness(lambda h: film(h, N0 / 10, K / 10))
assert 10**(1 / 3) < h_clean / h_limit < 10**0.5
overlap_ratio = isolated_sum(h_limit) / film(h_limit)
assert 1 < overlap_ratio < 1.1
detect = {t: brentq(lambda h: film(h) - t, 0.5, 200) for t in (0.01, 0.1)}
assert detect[0.1] > 1.5 * detect[0.01]
peak = minimize_scalar(lambda h: -slope(h), bounds=(20, 1000), method="bounded")
h_peak, peak_rate = peak.x, -peak.fun
intercept = h_peak - film(h_peak) / peak_rate
assert peak_rate > 1 and intercept > 0
h_late, true_delay = 1000.0, 10.0
missing_late = h_late - film(h_late)
missing_delay = h_late - film(h_late - true_delay)
assert missing_late < h_peak - film(h_peak)
assert abs(missing_delay - missing_late - true_delay) < 0.2

# --- Via: which nuclei leave a void -----------------------------------------
R, L = DIAMETER / 2, DEPTH - DIAMETER
rho, phi, z_via = np.meshgrid(np.linspace(0.05 * R, R, 9),
                              np.linspace(0, PI, 17),
                              np.linspace(0, DEPTH, 161), indexing="ij")
across = np.sqrt(np.maximum(rho**2 + R**2 - 2 * rho * R * np.cos(phi), 0))
cross = generate_binary_structure(3, 1)


def wall_nucleus_leaves_void(s, born):
    """A void is a peak of the arrival time of metal below the open mouth.
    A tilt of one in a million breaks ties on the flat rising front."""
    arrival = np.minimum(z_via + 1e-6 * across,
                         born + np.sqrt(across**2 + (z_via - s)**2))
    is_peak = arrival >= maximum_filter(arrival, footprint=cross, mode="nearest")
    return bool(is_peak[:, :, :-1].any())


void_cells = 0
for i in range(int(DEPTH)):
    for j in range(i, int(DEPTH)):
        born, s = i + 0.13, j + 0.63
        found = wall_nucleus_leaves_void(s, born)
        assert found == (s > born + DIAMETER)
        void_cells += int(found)
# The 1 nm lattice of trial nuclei limits this area to some percent
assert abs(void_cells / (L**2 / 2) - 1) < 0.06
trial = np.arange(0.125, DEPTH, 0.25)
void_length = 0.25 * sum(wall_nucleus_leaves_void(s, 0.0) for s in trial)
assert abs(void_length - L) < 0.6

# Nuclei on the top dielectric: farthest sampled point of the rim closes last
half = R + L + 5
spot = rng.uniform(-half, half, (100000, 2))
spot = spot[np.hypot(spot[:, 0], spot[:, 1]) > R]
farthest = np.zeros(len(spot))
for angle in np.linspace(0, 2 * PI, 72, endpoint=False):
    farthest = np.maximum(farthest, np.hypot(spot[:, 0] - R * np.cos(angle),
                                             spot[:, 1] - R * np.sin(angle)))
cell = (2 * half)**2 / 100000
top_area = cell * np.sum(farthest < DEPTH)
top_volume = cell * np.sum(np.clip(DEPTH - farthest, 0, None))
assert abs(top_area / (PI * (L**2 + DIAMETER * L)) - 1) < 0.02
assert abs(top_volume / (PI * (DIAMETER * L**2 / 2 + L**3 / 3)) - 1) < 0.03


def mean_nuclei(length):
    return (N0 * PI * (2 * DIAMETER * length + length**2)
            + K * PI * (DIAMETER * length**2 + length**3 / 3))


sampled = (N0 * (PI * DIAMETER * void_length + top_area)
           + K * (PI * DIAMETER * void_cells + top_volume))
sealing, relevant = mean_nuclei(L), mean_nuclei(DEPTH)
assert abs(sampled / sealing - 1) < 0.05
wall_part = PI * DIAMETER * (N0 * L + K * L**2 / 2)
void_chance = -np.expm1(-sealing)
void_low = sealing * np.exp(-relevant)
void_high = void_low + 1 - (1 + relevant) * np.exp(-relevant)
assert void_low < void_chance < void_high
allowed_scale = 1e-9 / sealing

# --- Size of neglected effects ----------------------------------------------
SURFACE_ENERGY, LATTICE, DRIVE = 3.0, 0.315, 1.0   # J/m2, nm, eV; rough
atom_volume = (LATTICE * 1e-9)**3 / 2              # two atoms per bcc cell
critical = 2 * SURFACE_ENERGY * atom_volume / (DRIVE * const.e) * 1e9
kt_ev = const.k * TEMPERATURE / const.e
full_speed = critical / (1 - np.log(100) * kt_ev / DRIVE)
h_start = limit_thickness(lambda h: varied_film(h, start=critical))
h_fast = limit_thickness(lambda h: varied_film(h, speed=1.2))
h_ramp = limit_thickness(lambda h: varied_film(h, ramp=0.05))
assert h_start < h_limit and h_fast < h_limit and h_ramp < h_limit
number = N0 + K * h_limit
frozen_ratio = number * 2 * PI / 3 * critical**3 / h_limit
assert frozen_ratio < 1e-3 * RATIO_LIMIT


def selectivity(h):
    return (h - film(h)) / (h + film(h))


def show(label, value, unit_name="", form=".4g"):
    print(f"{label}: {value:{form}} {unit_name}".rstrip())


show("Growth per cycle (rough)", GROWTH, "nm")
show("Initial nuclei N0 (rough)", N0_CM, "cm^-2")
show("New nuclei J per cycle (rough)", J_CM, "cm^-2")
show("K = J/G", K, "nm^-3")
show("Simulation: film thickness h", h_sim, "nm")
print(f"  coverage simulated, formula: {sim_mean[0]:.4f}, {coverage_sim:.4f}")
print(f"  mean thickness simulated, formula: {sim_mean[1]:.2f}, {film(h_sim):.2f} nm")
print(f"  surface area per area, dV/dh: {sim_mean[2]:.3f}, {slope(h_sim):.3f}")
show("Selectivity limit S", S_LIMIT)
show("V/h at the limit", RATIO_LIMIT)
show("h at the limit", h_limit, "nm")
show("Cycles to the limit", h_limit / GROWTH, "cycles", ".0f")
show("h at limit, initial nuclei only, dilute", h_first, "nm")
show("h at limit, steady nucleation only, dilute", h_steady, "nm")
show("h at limit, N0 and J ten times lower", h_clean, "nm")
show("Gain from ten times fewer nuclei", h_clean / h_limit, "times", ".3f")
show("Mean unwanted thickness at limit", film(h_limit), "nm")
show("Footprint coverage at limit", -np.expm1(-exponent(0.0, h_limit)))
show("Isolated-nuclei sum over true V at limit", overlap_ratio, "", ".4f")
show("V/h at limit if nuclei did not grow", frozen_ratio, "", ".2e")
for t, h in detect.items():
    show(f"Cycles until V = {t} nm", h / GROWTH, "cycles", ".0f")
show("Largest dV/dh", peak_rate, "", ".3f")
show("h at largest dV/dh", h_peak, "nm", ".1f")
show("Apparent incubation from steepest tangent", intercept / GROWTH, "cycles", ".0f")
show("Missing thickness at steepest point", h_peak - film(h_peak), "nm")
show("Missing thickness at h = 1000 nm", missing_late, "nm")
show("Same with a true delay of 100 cycles", missing_delay, "nm")
show("Via diameter", DIAMETER, "nm")
show("Via depth", DEPTH, "nm")
show("Blanket selectivity at h = via depth", selectivity(DEPTH), "", ".4f")
show("Blanket coverage at h = via depth", -np.expm1(-exponent(0.0, DEPTH)))
show("Mean sealing nuclei per via", sealing)
show("  of these on the via wall", wall_part)
show("  of these on the top dielectric", sealing - wall_part)
show("Mean sealing nuclei from sampled geometry", sampled)
show("Chance of at least one sealing nucleus", 100 * void_chance, "%", ".2f")
print(f"Bounds on void probability: {100*void_low:.2f} to {100*void_high:.2f} %")
show("N0 allowed for 1e-9 voids per via", N0_CM * allowed_scale, "cm^-2", ".3g")
show("J allowed per cycle at the same time", J_CM * allowed_scale, "cm^-2", ".3g")
show("Deposition temperature (rough)", TEMPERATURE, "K")
show("Surface energy (rough)", SURFACE_ENERGY, "J/m2")
show("Lattice constant of Mo (rough)", LATTICE, "nm")
show("Driving energy per atom (assumed)", DRIVE, "eV")
show("Critical nucleus radius", critical, "nm", ".3f")
show("Radius where growth reaches 99 % speed", full_speed, "nm", ".3f")
show("h at limit, nuclei born at critical radius", h_start, "nm")
show("h at limit, nuclei growing 20 % faster", h_fast, "nm")
show("h at limit, J doubling after 200 cycles", h_ramp, "nm")
print("every check passed")
```

Running it gives:

```
Growth per cycle (rough): 0.1 nm
Initial nuclei N0 (rough): 1e+09 cm^-2
New nuclei J per cycle (rough): 1e+07 cm^-2
K = J/G: 1e-06 nm^-3
Simulation: film thickness h: 100 nm
  coverage simulated, formula: 0.7428, 0.7437
  mean thickness simulated, formula: 46.55, 46.74 nm
  surface area per area, dV/dh: 1.228, 1.225
Selectivity limit S: 0.9
V/h at the limit: 0.05263
h at the limit: 36.82 nm
Cycles to the limit: 368 cycles
h at limit, initial nuclei only, dilute: 50.13 nm
h at limit, steady nucleation only, dilute: 46.5 nm
h at limit, N0 and J ten times lower: 89.7 nm
Gain from ten times fewer nuclei: 2.436 times
Mean unwanted thickness at limit: 1.938 nm
Footprint coverage at limit: 0.09051
Isolated-nuclei sum over true V at limit: 1.0362
V/h at limit if nuclei did not grow: 5.34e-07
Cycles until V = 0.01 nm: 74 cycles
Cycles until V = 0.1 nm: 152 cycles
Largest dV/dh: 1.329
h at largest dV/dh: 122.3 nm
Apparent incubation from steepest tangent: 654 cycles
Missing thickness at steepest point: 46.68 nm
Missing thickness at h = 1000 nm: 9.318 nm
Same with a true delay of 100 cycles: 19.39 nm
Via diameter: 16 nm
Via depth: 40 nm
Blanket selectivity at h = via depth: 0.8794
Blanket coverage at h = via depth: 0.1107
Mean sealing nuclei per via: 0.08565
  of these on the via wall: 0.02654
  of these on the top dielectric: 0.05911
Mean sealing nuclei from sampled geometry: 0.08624
Chance of at least one sealing nucleus: 8.21 %
Bounds on void probability: 6.75 to 9.17 %
N0 allowed for 1e-9 voids per via: 11.7 cm^-2
J allowed per cycle at the same time: 0.117 cm^-2
Deposition temperature (rough): 900 K
Surface energy (rough): 3 J/m2
Lattice constant of Mo (rough): 0.315 nm
Driving energy per atom (assumed): 1 eV
Critical nucleus radius: 0.585 nm
Radius where growth reaches 99 % speed: 0.910 nm
h at limit, nuclei born at critical radius: 35.99 nm
h at limit, nuclei growing 20 % faster: 29.38 nm
h at limit, J doubling after 200 cycles: 34.68 nm
every check passed
```
